# Why silicon rods conduct heat differently along different crystal axes

Take three silicon rods at 10 K, identical in diameter (500 nm) and in their rough walls, and differing only in the crystal direction along which they were cut. In the model worked out below, the rod along [100] has a thermal conductivity of 0.953 W/(m K), the rod along [110] 0.668 W/(m K), and the rod along [111] 0.554 W/(m K). The first conducts 1.72 times as well as the last. Yet silicon is cubic, and a large cubic crystal has the same conductivity in every direction. The symmetry has not changed, so the argument that makes the bulk isotropic must lose its hold when the walls limit the flow.

## What cubic symmetry guarantees

Let a phonon mode have group velocity $\mathbf v$, and let $w$ be its share of the heat capacity per volume $C$, so that $\sum w=1$. If internal collisions relax the mode in a time $\tau$, the bulk conductivity is

$$\kappa_{ij}=C\sum w\,v_iv_j\,\tau .$$

Suppose $w$ and $\tau$ have cubic symmetry. A half turn about $x$ reverses $v_y$ but not $v_x$, so $\kappa_{xy}=-\kappa_{xy}=0$, and likewise for the other off-diagonal elements. A quarter turn about $z$ exchanges $x$ and $y$, so $\kappa_{xx}=\kappa_{yy}$, and similarly for $z$. Hence $\kappa_{ij}=\kappa\,\delta_{ij}$, and along any unit vector $\mathbf n$ the conductivity is $\sum_{ij} n_i\kappa_{ij}n_j=\kappa$.

The velocities may be as anisotropic as they like. What matters is that $\mathbf n$ enters through the second power $(\mathbf v\cdot\mathbf n)^2$. A quantity that depends on $\mathbf n$ in another way must still agree on [100] and [010], but cubic symmetry does not make it agree on [100] and [111].

## The rod model

The rod is long and circular, with radius $R$, diameter $D=2R$ and axis $\mathbf n$ along $z$. Phonons cross it without internal collisions. The walls are perfectly diffuse: a phonon that arrives is absorbed, and the wall emits the equilibrium distribution of its local temperature. The temperature is low enough for sound speeds to be independent of frequency.

Let the wall temperature be $T_0-Gz$, with a small gradient $G$. A phonon found at height $z$ that left the wall a time $t$ ago started at $z-v_zt$. It therefore carries an excess temperature $Gv_zt$ relative to the wall at $z$. The heat flux is $C\sum w\,v_z\,(Gv_zt)$, averaged over the cross-section.

The average of $t$ is geometry. Fix the direction of flight across the rod. A line at distance $b$ from the centre has a chord of length $L=2\sqrt{R^2-b^2}$. Integrating the backward distance along that chord gives $\int_0^L x\,dx=L^2/2$, so the mean over the circle is

$$\frac1{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db=\frac{1}{\pi R^2}\,\frac{8R^3}{3}=\frac{8R}{3\pi}=\frac{4D}{3\pi}.$$

The phonon covers this distance at the transverse speed $v_\perp=\sqrt{v_x^2+v_y^2}$. Dividing by $v_\perp$ gives the mean time, and dividing the flux by $G$ gives

$$\kappa_1(\mathbf n)=C\,\frac{4D}{3\pi}\sum w\,\frac{v_z^2}{v_\perp}. \tag{1}$$

In an isotropic solid with one speed $c$ the sum is $c$ times the directional average of $\cos^2\theta/\sin\theta$. With $d\Omega=2\pi\sin\theta\,d\theta$ this average is $\tfrac12\int_0^\pi\cos^2\theta\,d\theta=\pi/4$. Equation (1) then becomes $\kappa=CcD/3$, the Casimir result, with the diameter as mean free path.

The factor $1/v_\perp$ is where the bulk argument fails. The wall sets a relaxation time that depends on the angle between the velocity and the rod. That time lacks the full cubic symmetry, because the rod has singled out an axis.

## A small correction from the walls

Equation (1) assumes that the wall temperature is uniform around the perimeter. Energy balance decides whether it is. Let the wall at azimuth $\varphi$ have the additional temperature $Gu(\varphi)$. A phonon arriving there with outward normal velocity $v_n>0$ started at azimuth $\varphi'$. Inversion symmetry makes the emitting and absorbing capacities equal, so zero net heat into the wall requires

$$\sum_{v_n>0}w\,v_n\,[u(\varphi)-u(\varphi')]=s(\varphi),\qquad s(\varphi)=\sum_{v_n>0}w\,v_n\,v_z\,t_c , \tag{2}$$

where $t_c$ is the time to cross the full chord.

The offsets add $C\sum w\,v_z\,u(\varphi')$, averaged over the area, to the conductivity. Phonons of one mode leaving a wall element $R\,d\varphi'$ fill a strip of area $|v_n|\,t_c\,R\,d\varphi'$. The average is therefore an integral over the perimeter with prefactor $R/(\pi R^2)=1/(\pi R)$, and the sum runs over departing phonons. Reversing every velocity turns departures into arrivals on the same chords and changes the sign of $v_z$. The added term is thus $-\delta\kappa$, with

$$\delta\kappa=\frac{C}{\pi R}\int_0^{2\pi}s(\varphi)\,u(\varphi)\,d\varphi .$$

To find its sign, replace $s$ by the left side of (2). Each chord is used equally in both directions, so exchanging its ends and averaging the two forms gives

$$\int s\,u\,d\varphi=\frac12\int d\varphi\sum_{v_n>0}w\,v_n\,[u(\varphi)-u(\varphi')]^2\ge0 .$$

The full result is $\kappa=\kappa_1-\delta\kappa$, and uneven wall temperatures can lower the conductivity but not raise it.

If the plane normal to the rod is a mirror plane of the crystal, each arriving mode has a partner with opposite $v_z$ and the same $v_n$. Then $s=0$ and $\delta\kappa=0$. This holds for [100] and [110]. The plane normal to [111] is not a mirror plane. Solving (2) there with odd angular harmonics up to the 21st gives a reduction of 0.15 % of $\kappa_1$, far too small to account for the differences between the rods.

## Where the energy goes

In an elastic crystal $\omega=k\,c(\hat{\mathbf k})$, where the phase speed $c$ depends on the direction of the wave vector. Taking the gradient with respect to $\mathbf k$ gives

$$\mathbf v=c\,\hat{\mathbf k}+\nabla_{\!s}c , \tag{3}$$

where $\nabla_{\!s}$ is the gradient on the unit sphere of directions. The second term is perpendicular to $\hat{\mathbf k}$ and bends the energy flow towards directions of higher phase speed. Wave vectors spread evenly over the sphere can thus produce energy flow that is crowded around some axes. This is phonon focusing.

The speeds follow from the Christoffel matrix

$$\rho\,\Gamma_{ij}=\big[C_{44}+\Delta\,\hat k_i^2\big]\delta_{ij}+(C_{12}+C_{44})\,\hat k_i\hat k_j,\qquad \Delta=C_{11}-C_{12}-2C_{44},$$

whose eigenvalues are $c^2$ for the three branches. As model inputs, chosen to resemble silicon and not meant as precise measured values, I take $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa and $\rho=2330$ kg/m³. Then $\Delta=166-64-160=-58$ GPa; an elastically isotropic solid would have $\Delta=0$.

The slow transverse branch shows how strong the bending is. Let $\hat{\mathbf k}$ lie in the (001) plane at a small angle $\theta$ from [100]. The in-plane block of $\rho\Gamma$ has diagonal elements close to $C_{11}$ and $C_{44}+(C_{11}-C_{44})\theta^2$, coupled by $(C_{12}+C_{44})\theta$. To second order in $\theta$ the lower eigenvalue is

$$\rho c^2\simeq C_{44}+\left[C_{11}-C_{44}-\frac{(C_{12}+C_{44})^2}{C_{11}-C_{44}}\right]\theta^2=(80-155\,\theta^2)\ \text{GPa}.$$

The square root gives $c\simeq c_0(1-0.97\,\theta^2)$. By (3) the velocity across [100] is $c\theta+dc/d\theta\simeq c_0\theta(1-1.94)=-0.94\,c_0\theta$. The energy travels on the opposite side of the axis from the wave vector. At $\theta=45^\circ$, however, $\hat{\mathbf k}$ lies along a symmetry axis and this branch has $\mathbf v$ parallel to $\hat{\mathbf k}$. The transverse velocity has then changed sign, so it vanishes somewhere in between. Wave vectors well away from [100] therefore also send energy straight along [100].

A count over all modes shows the crowding. In an isotropic solid, 3.4 % of the heat capacity belongs to phonons whose velocity lies within 15° of a given axis, both senses included. In the silicon model the share is 8.3 % for [100], 3.5 % for [110] and 2.9 % for [111]. These phonons fly far before they meet the wall. The share alone does not fix $\kappa$, because (1) weighs all angles.

## The solvable case: weak anisotropy

Two effects compete in (1). Anisotropy changes the speed and number of modes in each direction, and it bends their velocities. Their relative size can be found for one nondegenerate branch with

$$c=c_0\,[1+\varepsilon H(\hat{\mathbf k})],\qquad H=\hat k_x^4+\hat k_y^4+\hat k_z^4-\tfrac35,\qquad |\varepsilon|\ll1 .$$

This $H$ is the simplest angular function with cubic symmetry and zero mean. To find its Laplacian on the sphere, consider $r^4H=x^4+y^4+z^4-\tfrac35r^4$. Its ordinary Laplacian is $12r^2-\tfrac35\cdot20r^2=0$. A harmonic polynomial of degree $l=4$ satisfies $\nabla_{\!s}^2H=-l(l+1)H=-20H$.

At low temperature the number of modes per frequency interval and solid angle is proportional to $k^2\,dk/d\omega=\omega^2/c^3$, so $w\propto d\Omega/c^3$. Write $v_z^2/v_\perp=|\mathbf v|\,g(\hat{\mathbf v})$ with $g=\cos^2\theta/\sin\theta$, where $\theta$ is now the angle from the rod axis. The two terms in (3) are perpendicular, so $|\mathbf v|$ differs from $c$ only in second order. To first order, then,

$$\kappa\propto\int\frac{d\Omega}{c^2}\,g(\hat{\mathbf v})\simeq\frac1{c_0^2}\int d\Omega\,\big[(1-2\varepsilon H)\,g+\varepsilon\,\nabla_{\!s}H\cdot\nabla_{\!s}g\big].$$

Integrate the last term by parts:

$$\varepsilon\int\nabla_{\!s}H\cdot\nabla_{\!s}g\,d\Omega=-\varepsilon\int g\,\nabla_{\!s}^2H\,d\Omega=+20\,\varepsilon\int gH\,d\Omega .$$

For a rod along [100], [110] or [111] the singularity of $g$ on the axis does no harm. There $g\sim1/\theta$, the gradient of $H$ vanishes as $\theta$, and a small circle around the axis has length $2\pi\theta$, so the boundary term vanishes as $\theta$.

Speed and mode density thus contribute $-2$, and bending contributes $+20$. Bending is ten times as strong and has the opposite sign. The large number is $l(l+1)$: the slope of the speed pattern deflects the energy, and the change of that slope from one direction to the next, measured by the Laplacian, crowds the energy or thins it out.

The integral of $gH$ remains. Averaging $H$ over the azimuth about $\mathbf n$ gives $H(\mathbf n)P_4(\cos\theta)$, where $P_4(x)=(35x^4-30x^2+3)/8$. The $\sin\theta$ in $d\Omega$ cancels the one in $g$, so only averages over $0<\theta<\pi$ are needed: $\langle\cos^2\rangle=\tfrac12$, $\langle\cos^4\rangle=\tfrac38$ and $\langle\cos^6\rangle=\tfrac5{16}$. Hence

$$\frac{\langle\cos^2\theta\,P_4\rangle}{\langle\cos^2\theta\rangle}=2\cdot\frac18\left(\frac{175}{16}-\frac{180}{16}+\frac{24}{16}\right)=\frac{19}{64},$$

and the conductivity of the rod is

$$\frac{\kappa(\mathbf n)}{\kappa_0}=1+18\cdot\frac{19}{64}\,\varepsilon H(\mathbf n)\simeq1+5.34\,\varepsilon H(\mathbf n), \tag{4}$$

where $\kappa_0$ is the value at $\varepsilon=0$. The same view explains the bulk. With a constant relaxation time its filter is $\cos^2\theta$ without the $1/\sin\theta$, and this contains Legendre polynomials only up to $P_2$. The lowest nonconstant cubic pattern has $l=4$, so the bulk filter cannot see it.

## From the weak case to silicon

The values of $H$ are $\tfrac25$ on [100], $-\tfrac1{10}$ on [110] and $-\tfrac4{15}$ on [111]. For the longitudinal branch, first-order theory takes the polarization along $\hat{\mathbf k}$. This gives

$$\rho c^2\simeq C_{12}+2C_{44}+\Delta\sum_i\hat k_i^4=189.2\ \text{GPa}+\Delta H .$$

Since $c$ is a square root, $\varepsilon=\Delta/(2\times189.2\ \text{GPa})=-0.153$. Equation (4) gives 0.67 on [100] and 1.22 on [111], a ratio of 0.55. Numerical integration of (1) with the full Christoffel matrix gives longitudinal contributions of 0.063 and 0.106 W/(m K), a ratio of 0.60. This branch favours [111].

The trace of $\rho\Gamma$ is $C_{11}+2C_{44}$ in every direction, so what the longitudinal branch gains the transverse pair must lose. The mean transverse $\rho c^2$ is therefore $68.4\ \text{GPa}-\tfrac12\Delta H$, and $\varepsilon=58/(4\times68.4)=+0.21$. Used as an estimate, (4) gives a ratio [100]/[111] of 2.1 for the pair. It is only an estimate, because the transverse branches touch along [100] and [111] and the derivation assumed a separate branch. The full integration gives $0.649+0.241=0.890$ W/(m K) on [100] and $0.301+0.147=0.448$ W/(m K) on [111], a ratio of 1.99. The transverse phonons are slower, hence more numerous, and they decide the total.

For the absolute values the heat capacity is needed. Summing the Planck energies over $k^2dk=\omega^2d\omega/c^3$ and differentiating with respect to temperature leaves $\int_0^\infty x^4e^x(e^x-1)^{-2}dx=4\pi^4/15$, with $x=\hbar\omega/k_BT$. The result is

$$C=\frac{2\pi^2}{5}\,\frac{k_B^4T^3}{\hbar^3c_D^3},\qquad \frac3{c_D^3}=\sum_{\text{branches}}\langle c^{-3}\rangle .$$

Here $c_D=5900$ m/s, so $C=596$ J/(m³ K) at 10 K. For the three rods the directional integrals use a midpoint mesh of $320\times960$ directions on a half sphere. Halving the number of points in each angle changes $\kappa$ by at most 0.28 %. The variations of $C_{44}$ below use this coarser mesh. If velocities are set to $c\hat{\mathbf k}$, and the average over directions is taken as in an isotropic solid, the conductivity is 0.560 W/(m K). Focusing thus lifts the [100] rod far above this reference, while the [111] rod lies close to it.

The cause can be isolated in the full silicon model. Keep the true phase speeds and mode weights but let energy travel along $\hat{\mathbf k}$: the ratio [100]/[111] becomes 0.94, slightly the wrong way round. Keep the true directions of $\mathbf v$ but replace the weight times speed in each branch by the directional average of weight times phase speed: the ratio becomes 1.82. The sign can be reversed too. With $C_{11}$ and $C_{12}$ held fixed and $C_{44}$ lowered to 40 GPa, $\Delta$ is $+22$ GPa, and the ratio falls to 0.67.

The ratio does not simply grow with $|\Delta|$, however. Lowering $C_{44}$ from 80 to 78 GPa brings the crystal nearer to isotropy, yet the ratio rises from 1.72 to 1.76 or 1.77, the last digit depending on the mesh. Silicon lies outside the range in which (4) can be trusted for such details.

## Real rods

In the model $\kappa\propto DT^3$, so the ratios depend on neither diameter nor temperature. Real rods keep them only within limits. At 10 K the phonons that weigh most in $C$ have $x=3.83$ and a wavelength near 7.4 nm, small compared with the diameter. Rough estimates with linear chains put their loss of speed by dispersion at 1 to 3 %, and about twice that on average over the thermal spectrum; the larger values come from chains fitted to silicon's low transverse frequencies at the zone edge. The wall scattering rate $c_D/D$ is $1.2\times10^{10}$ s⁻¹. Rough estimates give $10^6$ s⁻¹ for natural mass disorder and at most about $5\times10^7$ s⁻¹ for phonon-phonon collisions. On warming, internal collisions gain weight; once they dominate, the bulk argument applies again.

Finite length also matters. For a rod 50 µm long, let the mean axial path $X$ of each mode be shortened to $X/(1+X/L_r)$, with $L_r$ the rod length. This simple interpolation lowers $\kappa$ by 5.6 % on [100], 6.3 % on [110] and 3.2 % on [111], and the ratio [100]/[111] falls to 1.68.

The assumption most easily broken is that of diffuse walls. The example takes a roughness $\eta=20$ nm, which is coarse; smoothly finished walls can be much flatter. Even here, phonons at grazing incidence are partly reflected as by a mirror. With specular probability $\exp[-(4\pi\eta\cos\alpha/\lambda)^2]$, where $\alpha$ is the angle of the velocity from the wall normal and $\lambda$ the wavelength, set to 7.4 nm for all phonons, and with the same kind of length limit applied to the mean path on each chord, an isotropic estimate raises $\kappa$ by 7.7 %, or by about 11 % if the whole thermal spectrum of wavelengths is used. Focusing makes the effect larger, because it sends more phonons along the walls: with silicon's velocities the same kind of estimate gives 10 to 14 % on [111] and 20 to 30 % on [100] and [110], depending on whether one wavelength or the whole thermal spectrum is used. These figures give only the size of the effect: if $\alpha$ is measured from the wave vector instead of the velocity, they become about 30 % on [111] and [100] and 35 to 40 % on [110]. The conductivities given above are therefore those of ideally diffuse walls. Smoother walls raise $\kappa$ further, and (1) then ceases to describe the rod. Nor are [100] and [111] the extremes over all directions, only over the three compared here. In the same model a rod along [221] conducts about 10 % less than the [111] rod, and for a rod tilted by 4° from [100] towards [110] equation (1) gives about 5 % more than for [100] itself. The peak is narrow: a tilt towards [111] brings no gain, and at 8° from [100] the conductivity is already about 7 % below the [100] value towards [110] and about 18 % below it towards [111]. Choosing a direction within a few degrees of [100] for high conduction, or one near [111] or [221] for low, is therefore advice for cold, rough-walled silicon rods whose internal mean free path is much longer than their diameter.

All numerical values are calculated from the stated model.
